# Two-step trap-assisted tunnelling: occupation, current and optimal trap position

A dielectric film fills $0<x<d$ between a cathode at $x=0$ and an anode at $x=d$. An electron tunnels elastically from the cathode into a trap at $x$, and later from the trap to the anode. A trap holds at most one electron, because Coulomb repulsion excludes a second, but that electron may have either of $g=2$ spin directions. Traps act independently. Phonons, lateral spreading of the waves and the change of the barrier by trapped charge are left out. The elementary charge is $q>0$, and currents are given as magnitudes.

Until part (g), the cathode states at the trap energy are full and the anode states at that energy are empty. Electrons then enter only from the cathode and leave only to the anode.

## (a) Steady occupation and current of one trap

**Question.** An empty trap fills at the rate $c$, and a full trap empties at the rate $e$. Find the steady occupation $p$ and the electron rate $R$. Which filling and emptying quantities are equal for every trap?

**Solution.** The trap is empty with probability $1-p$ and full with probability $p$, so

$$\frac{dp}{dt}=c(1-p)-ep=c-(c+e)p .$$

Setting the derivative to zero gives

$$p=\frac{c}{c+e},\qquad 1-p=\frac{e}{c+e}.$$

The rate at which electrons pass through is either of the two equal fluxes:

$$R=c(1-p)=ep=\frac{ce}{c+e},\qquad \frac1R=\frac1c+\frac1e .$$

The current of the trap is $qR$. The mean time per electron is the mean wait for filling, $1/c$, plus the mean wait for emptying, $1/e$. If $c\gg e$, the trap is nearly always full and $R\simeq e$. If $c\ll e$, it is nearly always empty and $R\simeq c$. The slower step limits the current.

The *fluxes* $c(1-p)$ and $ep$ are equal for every trap in steady state, wherever it sits. This equality cannot single out a best position. The *rate constants* $c$ and $e$ are in general different, and the remaining parts concern them.

## (b) The two rate constants

**Question.** The band edge is flat, and a zero-range trap lies at an energy $\phi$ below it. Electrons have the mass $m$ everywhere and move in one dimension. At the trap energy their wave numbers in the cathode and anode are $k_L$ and $k_R$. Find $c$ and $e$ to leading order in the tunnelling exponentials.

**Solution.** Away from the trap the wave function obeys $\psi''=\kappa^2\psi$ with $\kappa=\sqrt{2m\phi}/\hbar$. With $y$ as the running coordinate, the bound state is

$$\psi(y)=\sqrt{\kappa}\,e^{-\kappa|y-x|},$$

which is normalized, since $\kappa\int e^{-2\kappa|y-x|}dy=\kappa\cdot 2/(2\kappa)=1$.

Near the cathode this is $Be^{\kappa y}$ with $B=\sqrt\kappa\,e^{-\kappa x}$. The interface adds a reflected part $Ce^{-\kappa y}$, and the wave leaving into the cathode is $te^{-ik_Ly}$. Continuity of $\psi$ and $\psi'$ at $y=0$ requires

$$B+C=t,\qquad \kappa(B-C)=-ik_Lt .$$

Multiplying the first equation by $\kappa$ and adding the second removes $C$:

$$2\kappa B=(\kappa-ik_L)t,\qquad |t|^2=\frac{4\kappa^2B^2}{\kappa^2+k_L^2}.$$

The outgoing probability flux is $(\hbar k_L/m)|t|^2$. Because the bound state has unit norm, this flux is its decay rate:

$$\gamma_L=\nu_Le^{-2\kappa x},\qquad \nu_L=\frac{4\hbar k_L\kappa^3}{m(k_L^2+\kappa^2)} .$$

The same matching at the anode, a distance $d-x$ away, gives

$$\gamma_R=\nu_Re^{-2\kappa(d-x)},\qquad \nu_R=\frac{4\hbar k_R\kappa^3}{m(k_R^2+\kappa^2)} .$$

The reflected waves alter the trap state by relative amounts of order $e^{-2\kappa x}$ and $e^{-2\kappa(d-x)}$. The resulting shift of $\kappa$ enters the exponent, so the error of the rates is larger, of order $\kappa x\,e^{-2\kappa x}$. For the cathode of part (c) the exact decay rate lies $17\%$ below $\gamma_L$ at $x=1.5/\kappa$, $7\%$ below at $2/\kappa$ and about $1\%$ below at $3/\kappa$. The formulas should therefore be used only for traps at least $2/\kappa$ to $3/\kappa$ from either electrode.

In the golden rule, the same matrix element and density of states govern both directions of a transition. A full cathode thus fills one spin state at the rate $\gamma_L$. An empty trap offers $g$ spin states, while a full trap has one electron to lose, so

$$c=g\gamma_L,\qquad e=\gamma_R .$$

**Does the two-step picture need loss of coherence?** Consider one spin without interaction. At energy $E$ the cathode drives the trap amplitude, which decays at half the total rate $\gamma=\gamma_L+\gamma_R$. For a narrow resonance at $E_0$, the trap population per unit energy is therefore

$$n(E)=\frac{S}{(E-E_0)^2+(\hbar\gamma/2)^2}.$$

The constant $S$ describes the coupling to the cathode alone. With the anode disconnected, a full cathode must fill the orbital completely, so $1=\int n\,dE=2\pi S/(\hbar\gamma_L)$ and $S=\hbar\gamma_L/2\pi$. With the anode connected, the outflow is

$$\gamma_R\int n\,dE=\gamma_R\,\frac{\hbar\gamma_L}{2\pi}\,\frac{2\pi}{\hbar\gamma}=\frac{\gamma_L\gamma_R}{\gamma_L+\gamma_R},$$

which is the result of (a) with $g=1$. Once integrated over energy, coherent and sequential currents agree for a narrow resonance.

This was tested by solving the scattering problem for the film of part (c) at $x/d=0.45$, $0.50$ and $0.55$. The largest relative deviation was $1.6\times10^{-4}$. The energy integration stopped at $4000$ half-widths on each side, which omits a fraction $2/(4000\pi)=1.6\times10^{-4}$ of a Lorentzian, so the cut accounts for the deviation.

## (c) The best position in a flat barrier

**Question.** Which position gives the greatest $R$, and what are $p$ and $R$ there? Evaluate them for $d=4$ nm, $m$ equal to half the free-electron mass, $\phi=2$ eV, and kinetic energies at the trap level of $0.5$ eV in the cathode and $2$ eV in the anode.

**Solution.** Moving the trap towards the anode lowers $c$ and raises $e$, but their product stays fixed:

$$P\equiv ce=g\nu_L\nu_R\,e^{-2\kappa x}e^{-2\kappa(d-x)}=g\nu_L\nu_R\,e^{-2\kappa d}.$$

Hence $R=P/(c+e)$ is greatest where $c+e$ is least. From $(\sqrt c-\sqrt e)^2\ge0$ follows $c+e\ge2\sqrt{ce}=2\sqrt P$, with equality only for $c=e$. Therefore

$$R\le R_*=\tfrac12\sqrt P=\tfrac12\sqrt{g\nu_L\nu_R}\;e^{-\kappa d}.$$

The optimal trap has equal filling and emptying rate constants, and its occupation is $p=\tfrac12$. Setting $g\nu_Le^{-2\kappa x}=\nu_Re^{-2\kappa(d-x)}$ and taking logarithms gives $4\kappa x=2\kappa d+\ln(g\nu_L/\nu_R)$, so

$$x_*=\frac d2+\frac{1}{4\kappa}\ln\frac{g\nu_L}{\nu_R}.$$

This position must lie inside the film, which requires $|\ln(g\nu_L/\nu_R)|<2\kappa d$. Otherwise $c$ and $e$ do not cross, the greatest rate lies at an edge, and there the rate formulas themselves fail.

For the stated film $\kappa=5.123\ \mathrm{nm^{-1}}$ and $\kappa d=20.493$. The prefactors are $\nu_L=9.723\times10^{15}\ \mathrm{s^{-1}}$ and $\nu_R=1.2154\times10^{16}\ \mathrm{s^{-1}}$, so $g\nu_L/\nu_R=1.600$ and

$$x_*=2+\frac{\ln1.600}{4\times5.123}=2+0.023=2.023\ \mathrm{nm}.$$

The two spin states favour filling, and the optimum moves slightly towards the anode to compensate. At this point $c=e=1.936\times10^7\ \mathrm{s^{-1}}$. Thus $R_*=9.68\times10^6\ \mathrm{s^{-1}}$, and one trap carries $qR_*=1.55$ pA. A direct numerical search over positions, using a three-state balance (empty, spin up, spin down), finds the same optimum.

The exponent deserves attention. Direct tunnelling through the whole film carries the factor $e^{-2\kappa d}$, whereas the best trap carries $e^{-\kappa d}$. The trap divides one unlikely passage into two waits, each governed by half the thickness.

## (d) Current density of a uniform trap distribution

**Question.** Traps of one energy are distributed uniformly with volume density $n$. Find the current density $J$. Which part of the film carries it? Take $n=10^{24}\ \mathrm{m^{-3}}$.

**Solution.** Measure position from the optimum by $u=2\kappa(x-x_*)$. Since $c=e=\sqrt P$ at $u=0$, the rates elsewhere are $c=\sqrt P\,e^{-u}$ and $e=\sqrt P\,e^{u}$. Then

$$R(x)=\frac{P}{\sqrt P(e^{-u}+e^{u})}=\frac{\sqrt P}{2\cosh u}=\frac{R_*}{\cosh u}.$$

An antiderivative of $1/\cosh u$ is $2\arctan\tanh(u/2)$, because its derivative is

$$\frac{1/\cosh^2(u/2)}{1+\tanh^2(u/2)}=\frac{1}{\cosh^2(u/2)+\sinh^2(u/2)}=\frac1{\cosh u}.$$

With $dx=du/(2\kappa)$, the sum over traps is

$$J=qn\int_0^dR\,dx=\frac{qnR_*}{2\kappa}\Big[2\arctan\tanh\frac u2\Big]_{-2\kappa x_*}^{2\kappa(d-x_*)}.$$

If both ends are many decay lengths from $x_*$, the hyperbolic tangents tend to $\mp1$, the bracket tends to $\pi$, and

$$J\simeq qnR_*\,\frac{\pi}{2\kappa}.$$

The current is that of a layer of width $\pi/(2\kappa)=0.307$ nm in which every trap works at the greatest rate. The actual profile falls to half its peak at $\cosh u=2$, that is $u=\pm1.317$, so its full width at half maximum is $1.317/\kappa=0.257$ nm. Traps nearer the cathode are mostly full and wait to empty. Traps nearer the anode are mostly empty and wait to fill.

Numerically,

$$J=(1.551\times10^{-12}\ \mathrm A)(10^{24}\ \mathrm{m^{-3}})(3.066\times10^{-10}\ \mathrm m)=476\ \mathrm{A/m^2},$$

or $0.0476\ \mathrm{A/cm^2}$. Quadrature over the film agrees with the thick-film formula to the printed digits. The neglect of hopping between traps is an assumption here. The typical spacing $n^{-1/3}=10$ nm exceeds the film thickness, but this alone does not justify it. A rare close pair with nearly equal levels divides the film into shorter steps and can carry far more current than a single trap. A rough spinless estimate over such pairs at this density gives a pair current some tens of times the single-trap current when all levels are exactly equal, and one still comparable with it for a level spread of $0.1$ eV. This ratio grows in proportion to $n$. The value above is therefore the current of the single-trap channel alone. It is the current of the film only at much lower density or with a much wider spread of levels. The absolute value also depends on the one-dimensional prefactors. For a zero-range trap in three dimensions lateral spreading lowers each rate by roughly $1/(2\kappa s)$, where $s$ is the distance to the electrode. The single-trap current then drops to about $19\ \mathrm{A/m^2}$, some 25 times less, while the optimum hardly changes ($x_*=2.01$ nm, $e/c=1.02$).

## (e) A tilted barrier and traps of one energy

**Question.** The band edge now falls linearly by $1$ eV from cathode to anode. Consider traps that all have the same energy, with the barrier above that energy falling from $2.5$ to $1.5$ eV. Does the condition $c=e$ survive, and where is the optimum?

**Solution.** In the semiclassical approximation, $2\kappa$ times a distance is replaced by an action. With $\kappa(y)$ the local decay constant at the trap energy,

$$c=c_0e^{-A_L},\quad e=e_0e^{-A_R},\quad A_L=2\int_0^x\kappa(y)\,dy,\quad A_R=2\int_x^d\kappa(y)\,dy .$$

The prefactors are held at their flat-barrier values, $c_0=g\nu_L$ and $e_0=\nu_R$. This assumes electrodes in which the kinetic energies at the trap level are still $0.5$ and $2$ eV, and it neglects the effect of the changed interface barriers on the prefactors. The sum $A_L+A_R=2\int_0^d\kappa\,dy$ does not depend on $x$. The product $ce$ is again constant, and the argument of (c) applies unchanged: $c=e$ at the optimum, with

$$R_*=\tfrac12\sqrt{c_0e_0}\,\exp\Big(-\int_0^d\kappa\,dy\Big).$$

The optimum divides the action almost equally, not the distance: $A_L-A_R=\ln(c_0/e_0)$. The barrier is higher near the cathode, so the required action accumulates over a shorter path there. The optimum moves from $2.023$ to $1.898$ nm.

At this point $c=e=2.04\times10^7\ \mathrm{s^{-1}}$ and $R_*=1.02\times10^7\ \mathrm{s^{-1}}$, somewhat above the flat-barrier value although the mean barrier is still $2$ eV. The reason is that $\kappa$ varies as the square root of the barrier height. The square root is concave, so its mean over the film is below its value at the mean height, and the total action is smaller. The neglected changes of the prefactors also amount to a few per cent, so the size of this gain is only indicative.

Traps of one energy in a tilted film have different depths below the local band edge. Their true prefactors therefore vary slowly with $x$, and to that extent $c=e$ is approximate. Part (f) gives the rule for such cases.

## (f) Traps of fixed depth

**Question.** Find the condition for an interior optimum when $ce$ depends on position. Apply it to traps that all lie $\phi_t=2$ eV below the local band edge of the tilted film.

**Solution.** The greatest $R$ is the least $1/R=1/c+1/e$. With primes for derivatives with respect to $x$, an interior optimum requires

$$-\frac{c'}{c^2}-\frac{e'}{e^2}=0\quad\Longrightarrow\quad\frac{(\ln c)'}{c}+\frac{(\ln e)'}{e}=0 ,$$

and hence

$$\frac ec=-\frac{(\ln e)'}{(\ln c)'} .$$

This holds for $(\ln c)'\ne0$, as is the case for the tunnelling rates used here. The rate constants are then equal if and only if the two logarithmic slopes are opposite, which means $(\ln ce)'=0$ at that point.

Let the band edge fall by $qF$ per unit length, so $qFd=1$ eV. A trap of fixed depth moves down in energy as $x$ grows. Seen from the trap, the barrier is $\phi_t+qFs$ at a distance $s$ towards the cathode and $\phi_t-qFs$ towards the anode. Hence

$$A_L=\frac2\hbar\int_0^x\!\sqrt{2m(\phi_t+qFs)}\,ds,\qquad A_R=\frac2\hbar\int_0^{d-x}\!\sqrt{2m(\phi_t-qFs)}\,ds .$$

In this form $x$ enters only through the upper limits. Differentiation returns the integrands at the interfaces:

$$A_L'=2\kappa_c,\qquad A_R'=-2\kappa_a,$$

where $\kappa_{c,a}=\sqrt{2m\phi_{c,a}}/\hbar$, $\phi_c=\phi_t+qFx$ and $\phi_a=\phi_t-qF(d-x)$. With constant prefactors $(\ln c)'=-2\kappa_c$ and $(\ln e)'=2\kappa_a$, so

$$\frac ec=\frac{\kappa_a}{\kappa_c}=\sqrt{\frac{\phi_a}{\phi_c}}<1 .$$

Emptying is slower than filling at this optimum. Moving the trap towards the cathode raises $c$ by a larger fraction than it lowers $e$, so it pays to go beyond the point of equality.

Take the electrodes of part (e) and hold the prefactors at the values used there. A numerical search then gives $x=1.883$ nm, where $\phi_c=2.471$ eV and $\phi_a=1.471$ eV. The rule predicts $e/c=\sqrt{1.471/2.471}=0.772$. The search finds $c=2.706\times10^7$ and $e=2.088\times10^7\ \mathrm{s^{-1}}$, with the same ratio. The occupation is $p=1/(1+0.772)=0.564$.

Equality $c=e$ occurs at $1.896$ nm, and the rate there is $0.992$ of the greatest. With constant prefactors the simple criterion misplaces the optimum by $0.013$ nm and costs $0.8\%$ of the rate, although the two rate constants at the optimum differ by more than $20\%$. The trap level shifts with $x$, and so do the electrode wave numbers. Constant prefactors are therefore reasonable only while the level stays well above the bottom of each electrode band. The cathode of part (c) would not qualify: its band bottom lies $2.5$ eV below the band edge, only $0.03$ eV below the trap level at the optimum found here.

The formula requires $\phi_a>0$. In a stronger field the electron may leave the barrier inside the film. Then $A_R$ no longer depends on $x$, and with constant prefactors no interior optimum exists in that region. Reflection at the anode, which is left out here, can still make the emptying rate vary with position. The trap must also stay below the occupied edge of the cathode and above that of the anode, by several times the thermal energy, as its level shifts.

## (g) Partly filled electrodes

**Question.** Return to the flat barrier, but let the electrode states at the trap energy have occupations $f_L>f_R$. What replaces $c=e$? Evaluate the case $f_L=0.8$, $f_R=0.3$.

**Solution.** Both electrodes can now fill and empty the trap. The total rate constants are

$$W_+=g(\gamma_Lf_L+\gamma_Rf_R),\qquad W_-=\gamma_L(1-f_L)+\gamma_R(1-f_R).$$

With $a_i=1+(g-1)f_i$ their sum is $D=\gamma_La_L+\gamma_Ra_R$, and the balance of (a) gives $p=W_+/D$. The net rate from the cathode is

$$R=g\gamma_Lf_L(1-p)-\gamma_L(1-f_L)p=\gamma_L(gf_L-a_Lp).$$

Inserting $p$, the terms in $\gamma_Lf_La_L$ cancel:

$$R=\frac{g\gamma_L}{D}\big[f_L(\gamma_La_L+\gamma_Ra_R)-a_L(\gamma_Lf_L+\gamma_Rf_R)\big]=\frac{g\gamma_L\gamma_R}{D}(f_La_R-a_Lf_R).$$

The products $(g-1)f_Lf_R$ in the last bracket also cancel, leaving

$$R=\frac{g\gamma_L\gamma_R(f_L-f_R)}{\gamma_La_L+\gamma_Ra_R}.$$

The product $\gamma_L\gamma_R$ does not depend on position, so the two terms of the denominator have a fixed product. Their sum is least when they are equal:

$$\gamma_La_L=\gamma_Ra_R .$$

Each term is the sum of the filling and emptying rate constants for one electrode. The optimum thus balances the exchange with the two electrodes, not total filling against total emptying. For $f_L=1$ and $f_R=0$ one has $a_L=g$ and $a_R=1$, and the condition returns to $g\gamma_L=\gamma_R$, that is $c=e$.

For the stated occupations $a_L=1.8$ and $a_R=1.3$, so $\gamma_L/\gamma_R=1.3/1.8=0.722$, reached at $x=2.005$ nm. The total rate constants then have the ratio

$$\frac{W_+}{W_-}=\frac{2(0.722\times0.8+0.3)}{0.722\times0.2+0.7}=2.08 .$$

The optimal trap fills about twice as readily as it empties. A full cathode, an empty anode and a product $ce$ that is stationary at the optimum together guarantee equal rate constants there, provided the slopes of $\ln c$ and $\ln e$ do not both vanish. With partly filled electrodes equality is not guaranteed, as this example shows. The values used in all parts are listed in the numerical output.

## Computed results

```
FLAT BARRIER
film thickness d = 4.0 nm
mass / free-electron mass = 0.50
trap depth = 2.00 eV
kinetic energy, cathode = 0.50 eV
kinetic energy, anode = 2.00 eV
trap density n = 1.00e+24 m^-3
kappa = 5.1232e+09 m^-1
k_L = 2.5616e+09 m^-1
k_R = 5.1232e+09 m^-1
kappa*d = 20.493
prefactor nu_L = 9.7233e+15 s^-1
prefactor nu_R = 1.2154e+16 s^-1
largest scattering deviation = 1.6e-04
optimum x, direct search = 2.0229 nm
optimum x, formula = 2.0229 nm
filling rate c at optimum = 1.9361e+07 s^-1
emptying rate e at optimum = 1.9361e+07 s^-1
occupation at optimum = 0.5000
electron rate at optimum = 9.6806e+06 s^-1
current of optimum trap = 1.5510e-12 A
active-layer width pi/(2 kappa) = 0.3066 nm
J by quadrature = 4.7555e+02 A/m^2
J thick-film formula = 4.7555e+02 A/m^2
J thick-film formula = 4.7555e-02 A/cm^2
TILTED BARRIER, FIXED TRAP ENERGY
band-edge drop = 1.00 eV
barrier at cathode = 2.50 eV
barrier at anode = 1.50 eV
optimum x = 1.8978 nm
c at optimum = 2.0436e+07 s^-1
e at optimum = 2.0436e+07 s^-1
electron rate at optimum = 1.0218e+07 s^-1
TILTED BARRIER, FIXED TRAP DEPTH
optimum x = 1.8834 nm
interface barrier, cathode = 2.4709 eV
interface barrier, anode = 1.4709 eV
c at optimum = 2.7060e+07 s^-1
e at optimum = 2.0878e+07 s^-1
e/c, direct search = 0.7715
e/c, slope rule = 0.7715
occupation at optimum = 0.5645
electron rate at optimum = 1.1785e+07 s^-1
position where c = e: 1.8963 nm
rate there / greatest rate = 0.9917
PARTLY FILLED ELECTRODES, FLAT BARRIER
occupations f_L, f_R = 0.80, 0.30
optimum x = 2.0050 nm
gamma_L/gamma_R, direct search = 0.7222
gamma_L/gamma_R, formula = 0.7222
total filling/emptying rate = 2.0789
```
